# Baule energy loss and trapping of a gas atom at a surface

**Q:** A radical from a plasma reaches a wall and is said to be trapped because it "loses energy to the surface". A surface contains very many atoms. Why should I believe a calculation in which the radical hits just one of them?

**A:** Because of the time scales, provided that the radical touches only one surface atom at a time. That proviso depends on where it lands and on the spacing of the atoms, and I assume it here. Let the gas atom have mass $m$ and the surface atom mass $M$. The surface atom is held by a spring of angular frequency $\omega$, which stands for its bonds to the solid. The spring needs a time of order $1/\omega$ to act. If the repulsion between the two atoms has range $b$ and the gas atom arrives with speed $v$, the collision lasts a time of order $b/v$. When

$$\frac{\omega b}{v}\ll 1,$$

the collision is over before the spring has delivered an appreciable impulse. During the collision the surface atom then behaves as a free particle, and the rest of the solid does not take part.

I also assume that the surface atom is at rest beforehand, that the motion is classical and along the surface normal, and that no internal excitation or reaction occurs during impact.

**Q:** Then how much energy is lost? Please keep the signs visible.

**A:** Count velocities as positive when they point into the surface. Before impact the gas atom has velocity $v>0$ and the surface atom has velocity zero. Afterwards they have $v'$ and $V$. Momentum and kinetic energy are conserved:

$$mv=mv'+MV,\qquad \tfrac12mv^2=\tfrac12mv'^2+\tfrac12MV^2 .$$

Move the gas-atom terms to one side and multiply the energy equation by 2:

$$m(v-v')=MV,\qquad m(v-v')(v+v')=MV^2 .$$

A collision has taken place, so $V\neq0$, and the second equation may be divided by the first. This gives $v+v'=V$. Put this into the momentum equation:

$$m(v-v')=M(v+v')\quad\Rightarrow\quad v'=\frac{m-M}{m+M}\,v .$$

With the mass ratio $\mu=m/M$,

$$v'=-\frac{1-\mu}{1+\mu}\,v,\qquad V=v+v'=\frac{2\mu}{1+\mu}\,v .$$

For $\mu<1$ the velocity $v'$ is negative, so the gas atom moves outward. The energy lost is the energy the surface atom has gained. Using $M=m/\mu$,

$$\tfrac12MV^2=\frac{m}{2\mu}\,\frac{4\mu^2}{(1+\mu)^2}\,v^2=f\,\tfrac12mv^2,\qquad f=\frac{4\mu}{(1+\mu)^2}.$$

This is the Baule loss for a head-on collision. The fraction kept is

$$1-f=\frac{(1+\mu)^2-4\mu}{(1+\mu)^2}=\left(\frac{1-\mu}{1+\mu}\right)^2,$$

which agrees with $(v'/v)^2$, as it must.

**Q:** A fraction $f<1$ never removes all the energy. The atom always keeps something, so it always leaves. Where does trapping come from?

**A:** Without attraction your conclusion is right: an atom with incident energy $E$ keeps $(1-f)E>0$ and escapes. Trapping needs an adsorption well. Take a potential energy $W(z)$ that depends on the height $z$ of the gas atom, is zero far away, and has a flat bottom at $-D$ where the collision happens. On the way in, energy conservation gives the kinetic energy at impact:

$$\tfrac12mv^2=E+D .$$

The loss is therefore

$$\Delta E=f\,(E+D),$$

and not $fE$. The well increases the amount lost, because it makes the atom strike faster.

**Q:** I would have been content with less. Let the atom strike with energy $E$ and keep $(1-f)E$. It must then climb out of a well of depth $D$, so it is trapped if $(1-f)E<D$. Why complicate this?

**A:** Because that rule charges the atom for climbing out but never credits it for falling in. Test it with an infinitely heavy surface atom, for which $\mu=0$ and $f=0$. No energy is lost, yet your rule traps every atom with $E<D$. Energy conservation forbids this, since an atom that falls into a static well and reflects elastically comes out with its original energy.

With both parts of the journey included, the total energy after impact, measured from a gas atom at rest far away, is

$$E'=(1-f)(E+D)-D=(1-f)E-fD .$$

The atom escapes if $E'>0$. It is trapped if $E'<0$, which means

$$E<E_c,\qquad E_c=\frac{f}{1-f}\,D .$$

Now insert the two fractions. The factors $(1+\mu)^2$ cancel:

$$\frac{f}{1-f}=\frac{4\mu}{(1+\mu)^2}\,\frac{(1+\mu)^2}{(1-\mu)^2}=\frac{4\mu}{(1-\mu)^2},$$

so that

$$E_c=\frac{4\mu D}{(1-\mu)^2}\qquad(\mu<1).$$

At $E=E_c$ the atom just reaches large distance with no speed left. For $\mu\to0$ the critical energy vanishes as $4\mu D$, which cures the fault in your rule.

**Q:** Show me numbers, and choose a case in which our two rules disagree.

**A:** I take round model parameters, not a particular material, and assume that $\omega b/v\ll1$ holds. In Hartree atomic units they are $m=20000$ and $M=200000$ electron masses, and $D=0.0040$ hartree. Then $\mu=0.100$ and

$$f=\frac{0.4}{1.21}=0.3306,\qquad \frac{E_c}{D}=\frac{0.4}{0.81}=0.4938 .$$

Hence $E_c=0.4938\times0.0040=0.001975$ hartree, or about 0.054 eV.

An atom with $E=0.0010$ hartree strikes with 0.0050 hartree. It loses $0.3306\times0.0050=0.001653$ hartree and keeps 0.003347 hartree. Climbing out would cost 0.0040 hartree, so its total energy is $0.003347-0.0040=-0.000653$ hartree. It is trapped.

An atom with $E=0.0030$ hartree strikes with 0.0070 hartree, loses 0.002314 hartree and keeps 0.004686 hartree. Its total energy is $+0.000686$ hartree, and it escapes. Your rule would have trapped it, because $(1-0.3306)\times0.0030\approx0.0020$ hartree is less than $D$. The incident energy is in fact smaller than the well depth, but that alone does not suffice for trapping.

Both outcomes were also found by integrating Newton's equations for the two atoms, with a steep exponential repulsion between them, a smooth static well and a free surface atom. The final energies agree with the values above to the digits given. The trapping threshold was then located from trajectories alone. For $\mu=0.1$, $0.3$ and $0.6$ it lies at $E_c/D=0.4938$, $2.4491$ and $15.0009$, against $0.4938$, $2.4490$ and $15.0000$ from the formula. The numerical output lists these comparisons.

**Q:** You let the well act on the gas atom but not on the surface atom. Attraction is mutual. Is this a harmless simplification?

**A:** It is an essential assumption: the reaction force is taken up by the solid as a whole. Consider the opposite extreme, in which the attraction acts solely between the gas atom and a free surface atom. The pair is then isolated, and the energy of its relative motion is conserved. The reduced mass is

$$\frac{mM}{m+M}=\frac{m}{1+\mu},$$

and the initial relative speed is that of the gas atom far away, $\sqrt{2E/m}$. The relative energy is therefore

$$\frac12\,\frac{m}{1+\mu}\,\frac{2E}{m}=\frac{E}{1+\mu}>0 .$$

If the pair attraction has no outer barrier, a positive relative energy carries the two atoms apart again. Nothing is trapped, however deep the well. The trajectory with $E=0.0010$ hartree, which is trapped by the static well, does escape when the same well is tied to the free surface atom.

The static well suits an attraction that comes from many atoms of the solid. If a large part of it comes from the struck atom, as in a directed chemical bond, the spring of that atom matters while the gas atom is leaving, and the formula for $E_c$ is not justified.

**Q:** You have also removed the spring after the collision. The struck atom swings back. Could it not hit the departing gas atom and return the energy?

**A:** That can be excluded for sufficiently small $\mu$. The struck atom starts from its equilibrium position with speed $V$, and a harmonic spring never makes it faster than that. At time $t$ after impact its outward displacement is therefore at most $Vt$. The gas atom, while still on the flat bottom of the well, has moved outward by $|v'|t$. It stays ahead if

$$V<|v'|\quad\Leftrightarrow\quad 2\mu<1-\mu\quad\Leftrightarrow\quad \mu<\tfrac13 .$$

In the example the two speeds are 0.1818 and 0.8182 of the impact speed, so the margin is wide.

Once the gas atom climbs the edge of the well it slows down, and this argument no longer covers it. It is then protected if the vibration amplitude $V/\omega$ is too small to reach beyond the flat region. The condition $\mu<1/3$ is sufficient, not necessary. For larger $\mu$ a second collision has to be examined separately, and the thresholds at $\mu=0.6$ quoted above belong to a free surface atom.

**Q:** And what if the gas atom is the heavier one? Your formula for $E_c$ gives a perfectly finite number for $\mu=3$.

**A:** It does, and the number has no meaning as a trapping threshold. Replacing $\mu$ by $1/\mu$ leaves the expression unchanged:

$$\frac{4/\mu}{(1-1/\mu)^2}=\frac{4\mu}{(\mu-1)^2}.$$

The formula for $E_c$ contains $v'^2$ and has lost the sign of $v'$. For $\mu>1$ that sign is positive: after the first impact the gas atom still moves into the surface, and further collisions decide its fate. The trajectory for $\mu=3$ shows this inward motion.

At $\mu=1$ the gas atom stops at the bottom of the well and hands over all its kinetic energy. This is why $E_c$ grows without limit as $\mu$ approaches 1 from below. Within the one-collision model every incident energy then leads to trapping, but this is also the region where the protection against a second collision is not guaranteed.

**Q:** Let us return to $\omega b/v\ll1$. What happens when it is not small?

**A:** The loss falls below the Baule value. To see why, treat the repulsive force $F(t)$ on the surface atom as given, which is reasonable when the surface atom is displaced little compared with $b$. Its displacement $X$, counted inward, obeys $\ddot X=F/M-\omega^2X$. Define $a=\dot X+i\omega X$. Then

$$\dot a=\ddot X+i\omega\dot X=\frac FM+i\omega(\dot X+i\omega X)=\frac FM+i\omega a .$$

Multiply by $e^{-i\omega t}$ and integrate, starting from rest. When the force has ceased, the vibrational energy is

$$\tfrac12M|a|^2=\frac{1}{2M}\left|\int F(t)\,e^{-i\omega t}\,dt\right|^2\le\frac{1}{2M}\left(\int F(t)\,dt\right)^2 ,$$

since $F\ge0$. The right-hand side is the energy a free atom receives from the same impulse. For $\mu\ll1$ the gas atom recoils with nearly its full speed, so the impulse is close to $2mv$ with or without the spring, and the right-hand side is close to $4\mu\cdot\tfrac12mv^2$, the Baule loss for small $\mu$. If the force lasts for a time comparable with $1/\omega$ or longer, the contributions with different phases partly cancel, and less energy remains in the vibration.

Trajectories with the spring included, for $\mu=0.1$ and no well, give the following ratios of the loss to its hard-collision value:

| $\omega b/v$ | loss ratio |
|---|---|
| 0.01 | 0.9997 |
| 0.10 | 0.973 |
| 0.30 | 0.774 |
| 1.00 | 0.0765 |

Here $v$ is the impact speed and $b$ is the decay length of the exponential repulsion. At this mass ratio the Baule loss is good to about 3% for $\omega b/v=0.1$ and useless for $\omega b/v=1$. For $\mu$ above about 0.70 it fails however small $\omega b/v$ is, because the struck atom swings back, hits the slowly departing gas atom a second time and returns energy. At $\mu=0.8$ and $\omega b/v=0.01$ the ratio is only 0.24. A deeper well helps in this respect as well, because it raises $v$.

The condition must be checked for each solid, and it is easily violated. In the example, the atom with $E=0.0010$ hartree strikes with $v=7.07\times10^{-4}$ atomic units. For $b=0.5$ bohr, $\omega b/v=1$ is reached at $\omega=v/b=0.0014$ atomic units, a vibration of about 310 cm$^{-1}$. For a surface atom this heavy, that means a stiff solid. By the table, the gas atom then loses only $0.0765\times0.001653\approx0.00013$ hartree. This is less than its incident energy, so in the classical model with one spring it escapes. Within this model, the trapping found earlier therefore requires a softer spring or a steeper repulsion. With $b=0.5$ bohr this atom is trapped only below $\omega b/v\approx0.42$, about 130 cm$^{-1}$, and $\omega b/v=0.1$ needs a vibration as slow as about 30 cm$^{-1}$. For springs of 100 and 200 cm$^{-1}$ the threshold falls from 0.001975 to about 0.0013 and 0.0004 hartree.

The value 0.00013 hartree should not be carried over to a real solid, for two reasons. A solid has a whole band of vibrations, and the slower ones can still take up energy when a single stiff spring hardly does. The loss is also much smaller than one vibrational quantum, $\hbar\omega=0.0014$ hartree, so the motion can no longer be treated as classical. A quantum oscillator in its ground state takes up either nothing or at least one whole quantum. Here one quantum exceeds the incident energy of 0.0010 hartree, so a small fraction of the atoms would be trapped after all.

**Q:** Plasma radicals do not all arrive along the normal. What becomes of the condition at an angle $\theta$ from it?

**A:** On a flat surface both the well and the contact force act along the normal. The parallel momentum does not change, and the normal motion obeys the equations already solved. Only the normal part of the incident energy enters:

$$E\cos^2\theta<E_c .$$

The depth $D$ is not multiplied by $\cos^2\theta$, because the well accelerates the normal motion alone. A trapped atom may still slide along the surface with its parallel energy. On a corrugated surface the collision mixes the two motions, and this separation fails.

**Q:** Then give me something I could use for a gas: the fraction trapped at temperature $T$.

**A:** The atoms that strike the wall are not distributed like the atoms in a volume, since faster ones arrive more often. For a Maxwellian gas, the flux with normal speed $v_n$ is proportional to

$$v_n\,e^{-mv_n^2/2kT}\,dv_n .$$

With $E_n=\tfrac12mv_n^2$ we have $dE_n=mv_n\,dv_n$, which absorbs the factor $v_n$. The normalized distribution of normal energy in the flux is therefore $e^{-E_n/kT}/kT$. The trapped fraction is its integral up to the threshold:

$$S=\int_0^{E_c}\frac{e^{-E_n/kT}}{kT}\,dE_n=1-e^{-E_c/kT}.$$

For $E_c\gg kT$ nearly every atom is trapped. For $E_c\ll kT$, expanding the exponential gives $S\approx E_c/kT$, and for a light gas atom this becomes $4\mu D/kT$.

In the example let $kT=0.0020$ hartree. Then $E_c/kT=0.9877$ and $S=1-e^{-0.9877}\approx0.63$. An integration over the speeds and angles of the Maxwellian flux, using the condition $E\cos^2\theta<E_c$, gives the same fraction.

**Q:** A gas that hot beside a surface whose atoms do not move at all? I do not trust the 0.63.

**A:** As a prediction for a warm wall you should not. Suppose the surface atom has velocity $U$ before impact, again positive inward. In the frame moving with $U$ the earlier result holds:

$$v'-U=-\frac{1-\mu}{1+\mu}(v-U)\quad\Rightarrow\quad v'=\frac{-(1-\mu)v+2U}{1+\mu}.$$

The recoil speed changes little if $2|U|\ll(1-\mu)v$. Trapping asks for more, because it is decided by the energy lost, which is itself small for a light gas atom. To first order in $U$, the kinetic energy after impact, $\tfrac12mv'^2$, changes in magnitude by

$$\frac{2(1-\mu)}{(1+\mu)^2}\,mv|U|,\qquad\text{while the loss to an atom at rest is}\qquad f\,\tfrac12mv^2=\frac{2\mu}{(1+\mu)^2}\,mv^2 .$$

Surface motion is therefore a small correction to the energy lost only if $(1-\mu)|U|\ll\mu v$. An atom far above the threshold can escape regardless, but for atoms nearer to it this correction matters. Take the thermal speed $|U|=\sqrt{kT_s/M}$ at surface temperature $T_s$, and $v=\sqrt{2(E+D)/m}$. The ratio of the change to the loss is

$$\frac{(1-\mu)|U|}{\mu v}=(1-\mu)\sqrt{\frac{kT_s}{2\mu(E+D)}} .$$

If the surface were as hot as the gas, the atom with $E=0.0010$ hartree would have a ratio of $0.9\sqrt{0.0020/(0.2\times0.0050)}\approx1.3$. The change is then as large as the loss itself. An outward-moving surface atom ($U<0$) then raises the recoil speed and an inward-moving one lowers it, so the sharp threshold becomes a gradual one. The value 0.63 belongs to surface atoms at rest and to collisions with $\omega b/v\ll1$. The first condition is demanding. For the same atom the ratio is 0.10 at $T_s=4$ K, 0.44 at 77 K and 0.88 at 300 K. Zero-point motion, which amounts to replacing $kT_s$ by $\hbar\omega/2$, already gives 0.24 for a vibration of about 30 cm$^{-1}$.

**Q:** Suppose the surface is cold. May I enter $S$ as the recombination probability of the radical?

**A:** No. $S$ is the fraction that cannot leave after the first collision. A trapped radical may settle at a binding site, meet a partner and recombine, or regain energy from the surface and desorb. Recombination that proceeds through trapped radicals needs the probability of that later step as a further factor. A radical that reacts directly on impact lies outside the model, because the collision was taken to be elastic.

## Computed results

```
gas atom mass m = 20000 electron masses
surface atom mass M = 200000 electron masses
mass ratio mu = 0.100
well depth D = 0.0040 hartree
gas temperature kT = 0.0020 hartree
loss fraction f = 0.3306
recoil speed / impact speed, gas atom = 0.8182
surface-atom speed / impact speed = 0.1818
critical energy Ec = 0.001975 hartree = 0.0538 eV
ratio Ec/D = 0.4938
loss fraction: mass ratio, trajectory, formula
  0.05  0.18141  0.18141
  0.10  0.33058  0.33058
  0.30  0.71006  0.71006
  0.60  0.93750  0.93750
gas atom after impact at mass ratio 3: still moving inward
incident energy E = 0.0010 hartree: trapped
  impact speed = 7.0711e-04 atomic units
  kinetic energy at impact = 0.005000 hartree
  energy lost = 0.001653 hartree
  kinetic energy after impact = 0.003347 hartree
  final total energy, formula = -0.000653 hartree
  final total energy, trajectory = -0.000653 hartree
incident energy E = 0.0030 hartree: escaped
  impact speed = 8.3666e-04 atomic units
  kinetic energy at impact = 0.007000 hartree
  energy lost = 0.002314 hartree
  kinetic energy after impact = 0.004686 hartree
  final total energy, formula = 0.000686 hartree
  final total energy, trajectory = 0.000686 hartree
threshold Ec/D: mass ratio, trajectory, formula
  0.10  0.4938  0.4938
  0.30  2.4491  2.4490
  0.60  15.0009  15.0000
E = 0.0010 hartree, well tied to free surface atom: escaped
omega*b/v, energy loss / hard-collision loss
  0.01  0.9997
  0.10  0.9732
  0.30  0.7738
  1.00  0.0765
ratio Ec/kT = 0.9877
trapped fraction of thermal flux, formula = 0.62755
trapped fraction, quadrature = 0.62755
```
